# Spin Adaptation of the Closed-Shell Casida Equation, part 1

(Sections cited here and not found follow in the second part.)

## I. From the spin-resolved equation of motion to two half-size problems

A single misplaced factor of two in the Casida equation gives an excitation energy that looks reasonable and is wrong. For the LiH molecule treated in Part II, with the functional and small basis used there, the lowest singlet lies at 0.1222 hartree. If the Coulomb integral in the singlet coupling is counted once instead of twice, the same calculation returns 0.1083 hartree, which is 11 % below the correct solution of the same model. Nothing in the eigenvalue problem itself signals the fault: the frequency is real and positive, and the matrix is symmetric. Without spin adaptation there is a second difficulty. The spin-resolved matrix is twice as large as it need be, and it returns singlets and triplets in one unlabelled list.

Both problems are settled by following the factors from the equation of motion to the final matrices.

### Reference state and notation

Hartree atomic units are used. The reference is a closed-shell Kohn-Sham ground state: spin-up and spin-down electrons occupy the same real orbitals \(\phi_p\), with energies \(\varepsilon_p\). Indices \(i,j\) denote occupied orbitals, \(a,b\) virtual ones, \(p,q\) any orbital, and \(\sigma,\tau\) spins. Every virtual orbital lies above every occupied one, so that

\[
\Delta_{ia}=\varepsilon_a-\varepsilon_i>0 .
\tag{1}
\]

The exchange-correlation energy \(E_{xc}[n_\uparrow,n_\downarrow]\) is a local or semilocal functional of the spin densities, without exact exchange. It is used adiabatically: the potential at time \(t\) is the ground-state functional evaluated with the densities at the same \(t\). Its response is described by the kernel

\[
f_{\sigma\tau}(\mathbf r,\mathbf r')=
\frac{\delta^2E_{xc}}{\delta n_\sigma(\mathbf r)\,\delta n_\tau(\mathbf r')},
\tag{2}
\]

taken at the ground-state densities \(n_\uparrow=n_\downarrow\). The two kinds of integral needed are

\[
\begin{aligned}
J_{ia,jb}=(ia|jb)&=\iint \phi_i(\mathbf r)\phi_a(\mathbf r)\,
\frac{1}{|\mathbf r-\mathbf r'|}\,\phi_j(\mathbf r')\phi_b(\mathbf r')\,d\mathbf r\,d\mathbf r',\\
W^{\sigma\tau}_{ia,jb}=(ia|f_{\sigma\tau}|jb)&=\iint \phi_i(\mathbf r)\phi_a(\mathbf r)\,
f_{\sigma\tau}(\mathbf r,\mathbf r')\,\phi_j(\mathbf r')\phi_b(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\end{aligned}
\tag{3}
\]

### Linearised motion

Let \(P_\sigma\) be the density matrix of spin \(\sigma\) in the fixed basis of ground-state orbitals, and \(F_\sigma\) the Kohn-Sham matrix in the same basis. If the columns of \(C_\sigma(t)\) hold the occupied time-dependent orbitals, then \(P_\sigma=C_\sigma C_\sigma^\dagger\) and \(i\,\dot C_\sigma=F_\sigma C_\sigma\). Differentiating the product gives

\[
i\,\dot P_\sigma=F_\sigma C_\sigma C_\sigma^\dagger-C_\sigma C_\sigma^\dagger F_\sigma=[F_\sigma,P_\sigma].
\tag{4}
\]

In the ground state \(F_\sigma\) is diagonal with elements \(\varepsilon_p\), and \(P_\sigma\) is diagonal with elements \(\nu_p=1\) for occupied and \(\nu_p=0\) for virtual orbitals. The occupation is one, not two, because each spin has its own density matrix. Write \(P_\sigma\to P_\sigma+\delta P_\sigma\) and \(F_\sigma\to F_\sigma+\delta F_\sigma\), and keep first-order terms:

\[
i\,\delta\dot P_{\sigma,pq}=(\varepsilon_p-\varepsilon_q)\,\delta P_{\sigma,pq}
+(\nu_q-\nu_p)\,\delta F_{\sigma,pq}.
\tag{5}
\]

The first term is the commutator of the unperturbed \(F\) with \(\delta P\); the second is the commutator of \(\delta F\) with the unperturbed \(P\).

The density matrix stays idempotent, \(P^2=P\). To first order this requires \(P\,\delta P+\delta P\,P=\delta P\), where \(P\) is the ground-state matrix. Between two occupied orbitals the condition reads \(2\,\delta P_{ij}=\delta P_{ij}\), and between two virtual ones it reads \(0=\delta P_{ab}\). Both blocks vanish, and the occupied-virtual blocks carry the whole first-order change.

For a free oscillation, \(\delta P(t)\) contains a term proportional to \(e^{-i\omega t}\) and its Hermitian conjugate. Since (5) is linear, the coefficients of \(e^{-i\omega t}\) can be equated by themselves. In the coefficient matrix, call the element \(ai\) of spin \(\sigma\) \(X_{ia\sigma}\) and the element \(ia\) \(Y_{ia\sigma}\). These are the excitation and de-excitation amplitudes. Because the orbitals are real, both multiply the same product of orbitals in the density:

\[
\delta n_\tau(\mathbf r)=\sum_{jb}(X+Y)_{jb\tau}\,\phi_j(\mathbf r)\phi_b(\mathbf r).
\tag{6}
\]

The potential felt by spin \(\sigma\) changes through the Hartree term, which responds to the density of both spins alike, and through the exchange-correlation kernel:

\[
\delta v_\sigma(\mathbf r)=\sum_\tau\int\left[\frac1{|\mathbf r-\mathbf r'|}
+f_{\sigma\tau}(\mathbf r,\mathbf r')\right]\delta n_\tau(\mathbf r')\,d\mathbf r'.
\tag{7}
\]

Inserting (6) in (7) and taking the matrix element between \(\phi_i\) and \(\phi_a\) gives

\[
\delta F_{\sigma,ai}=\delta F_{\sigma,ia}=\sum_{jb\tau}K_{ia\sigma,jb\tau}(X+Y)_{jb\tau},
\qquad
K_{ia\sigma,jb\tau}=J_{ia,jb}+W^{\sigma\tau}_{ia,jb}.
\tag{8}
\]

Now use (5) for both orientations. For \(p=a,\ q=i\) the energy difference is \(+\Delta_{ia}\) and \(\nu_i-\nu_a=1\). For \(p=i,\ q=a\) both signs are reversed. Let \(\Delta\) also denote the diagonal matrix of the differences (1). Then

\[
\omega X=\Delta X+K(X+Y),\qquad
-\omega Y=\Delta Y+K(X+Y).
\tag{9}
\]

### The first factor of two: excitation and de-excitation

Adding the two equations in (9) gives

\[
\omega(X-Y)=(\Delta+2K)(X+Y),
\tag{10}
\]

because the coupling term occurs once in each. Subtracting the second from the first cancels it:

\[
\omega(X+Y)=\Delta(X-Y).
\tag{11}
\]

Multiply (11) by \(\omega\) and replace \(\omega(X-Y)\) by (10):

\[
\omega^2(X+Y)=\Delta(\Delta+2K)(X+Y).
\tag{12}
\]

The matrix on the right is not symmetric in general. Since \(\Delta\) is diagonal and positive, its square root exists, and one may set \(X+Y=\Delta^{1/2}G\). Multiplying (12) from the left by \(\Delta^{-1/2}\) gives the Casida equation

\[
\Omega G=\omega^2G,\qquad
\Omega=\Delta^{1/2}(\Delta+2K)\Delta^{1/2}=\Delta^2+2\,\Delta^{1/2}K\Delta^{1/2}.
\tag{13}
\]

The factor 2 in (13) has nothing to do with spin. It would be there for a gas of spinless fermions. It arises because \(X\) and \(Y\) both drive the density and are both driven by it.

A check comes from dropping the de-excitations, which is the Tamm-Dancoff approximation. With \(Y=0\), the first equation in (9) becomes

\[
\omega X=(\Delta+K)X ,
\tag{14}
\]

and the coupling enters without the prefactor. The two forms agree for weak coupling. For one transition with coupling \(K\), (13) gives

\[
\omega=\sqrt{\Delta^2+2\Delta K}
=\Delta\sqrt{1+\frac{2K}{\Delta}}
=\Delta+K-\frac{K^2}{2\Delta}+\dots ,
\tag{15}
\]

whose first two terms are those of (14). The 2 under the root is thus needed to obtain a first-order shift of \(K\).

### The second factor of two: the two spins

So far \(K\) and \(\Omega\) carry spin indices. For a closed shell they have a simple block form. The functional does not change when the names of the two spins are exchanged:

\[
E_{xc}[n_\uparrow,n_\downarrow]=E_{xc}[n_\downarrow,n_\uparrow].
\tag{16}
\]

Differentiating (16) twice and setting the two densities equal gives

\[
f_{\uparrow\uparrow}=f_{\downarrow\downarrow},\qquad
f_{\uparrow\downarrow}=f_{\downarrow\uparrow}.
\tag{17}
\]

The orbitals and the differences \(\Delta_{ia}\) are also the same for both spins. Hence (13), written for the parts \(G_\uparrow\) and \(G_\downarrow\) of the vector \(G\), reads

\[
\begin{aligned}
\omega^2G_\uparrow&=\Omega_{s}G_\uparrow+\Omega_{o}G_\downarrow,\\
\omega^2G_\downarrow&=\Omega_{o}G_\uparrow+\Omega_{s}G_\downarrow,
\end{aligned}
\tag{18}
\]

with the same-spin and opposite-spin blocks

\[
\Omega_{s}=\Delta^2+2\Delta^{1/2}(J+W^{\uparrow\uparrow})\Delta^{1/2},\qquad
\Omega_{o}=2\Delta^{1/2}(J+W^{\uparrow\downarrow})\Delta^{1/2}.
\tag{19}
\]

The term \(\Delta^2\) is absent from \(\Omega_o\) because it is diagonal in spin. The Coulomb term is present in both blocks, since an up electron repels a down electron as it repels another up electron.

Define the normalised combinations

\[
G_\pm=\frac{1}{\sqrt2}\,(G_\uparrow\pm G_\downarrow).
\tag{20}
\]

Take the sum of the two lines of (18), or their difference, and divide by \(\sqrt2\):

\[
\omega^2G_\pm=\frac{1}{\sqrt2}\left[(\Omega_s\pm\Omega_o)G_\uparrow
+(\Omega_o\pm\Omega_s)G_\downarrow\right]
=(\Omega_s\pm\Omega_o)\,G_\pm .
\tag{21}
\]

The last step uses \(\Omega_o\pm\Omega_s=\pm(\Omega_s\pm\Omega_o)\). The two combinations do not mix. The transformation (20) is orthogonal, so it leaves the eigenvalues unchanged and brings in no factor of its own. Inserting (19), and anticipating the labels singlet (S) for the upper sign and triplet (T) for the lower, which are justified in Part II, one finds

\[
\Omega^{S,T}=\Delta^2+2\,\Delta^{1/2}K^{S,T}\Delta^{1/2},
\tag{22}
\]

\[
K^S_{ia,jb}=2(ia|jb)+(ia|f_{\uparrow\uparrow}+f_{\uparrow\downarrow}|jb),
\tag{23}
\]

\[
K^T_{ia,jb}=(ia|f_{\uparrow\uparrow}-f_{\uparrow\downarrow}|jb).
\tag{24}
\]

The prefactor 2 in (22) is that of (13) and is common to both sectors. The 2 in front of the Coulomb integral in (23) comes from adding the same-spin and opposite-spin blocks. The exchange-correlation kernels acquire no such factor, because the two terms in their sum are different functions.

The physical content of (24) is that the odd combination moves spin-up and spin-down density in opposite directions. By (6) the total density then does not change, there is no induced charge, and the Hartree potential stays at rest. The exchange-correlation potential still responds, because it distinguishes the spins.

### The same result in charge and spin variables

The functional can also be written in terms of the total density \(n=n_\uparrow+n_\downarrow\) and the spin density \(m=n_\uparrow-n_\downarrow\), and here a factor of two changes its place. From \(n_\uparrow=(n+m)/2\) and \(n_\downarrow=(n-m)/2\), the chain rule gives

\[
\frac{\delta}{\delta n}=\frac12\left(\frac{\delta}{\delta n_\uparrow}+\frac{\delta}{\delta n_\downarrow}\right),\qquad
\frac{\delta}{\delta m}=\frac12\left(\frac{\delta}{\delta n_\uparrow}-\frac{\delta}{\delta n_\downarrow}\right).
\tag{25}
\]

Apply each derivative twice and use (17):

\[
\begin{aligned}
f_{nn}&=\tfrac14(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}+f_{\downarrow\uparrow}+f_{\downarrow\downarrow})
=\tfrac12(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}),\\
f_{mm}&=\tfrac14(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}-f_{\downarrow\uparrow}+f_{\downarrow\downarrow})
=\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}).
\end{aligned}
\tag{26}
\]

The mixed derivative is \(\tfrac14(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}+f_{\downarrow\uparrow}-f_{\downarrow\downarrow})=0\), which restates the decoupling of charge and spin. With (26), the couplings (23) and (24) become

\[
K^S_{ia,jb}=2\left[(ia|jb)+(ia|f_{nn}|jb)\right],\qquad
K^T_{ia,jb}=2\,(ia|f_{mm}|jb).
\tag{27}
\]

In this form the factor 2 multiplies the kernel as well. The kernel \(f_{nn}\) is what one obtains by differentiating the closed-shell functional of the total density twice. Putting it into (23) in place of \(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}\), without the 2, halves the exchange-correlation part of the singlet coupling.

Exchange without correlation gives a transparent special case. The exchange energy of two spin densities is a sum of separate contributions,

\[
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow],
\tag{28}
\]

where \(E_x[n]\) on the right is the closed-shell functional. The mixed derivative vanishes, so \(f_{\uparrow\downarrow}=0\). Two derivatives with respect to \(n_\uparrow\) give \(\tfrac12\cdot2^2=2\) times the closed-shell kernel, so \(f_{\uparrow\uparrow}=2f_{nn}\), as (26) demands. Singlet and triplet couplings then share the same kernel term and differ by \(2J\). Any deviation of \(K^S-K^T\) from \(2J\) is therefore due to correlation between opposite spins:

\[
K^S-K^T=2J+2W^{\uparrow\downarrow}.
\tag{29}
\]

### Where the form of the equations ends

Two assumptions can be relaxed in part. If the reference is spin-polarised, the orbitals, the differences \(\Delta_{ia}\) and the kernels depend on spin, (17) fails, and the two lines of (18) no longer have matching blocks. The spin-resolved equation (13) remains valid as long as the orbital energy differences are positive for each spin. The combinations (20), however, mix if the two spins have equally many electrons, and cannot be formed if the numbers differ, because \(G_\uparrow\) and \(G_\downarrow\) then have different lengths.

If the functional contains a fraction \(c\) of exact exchange, \(\delta F_\sigma\) gains the term \(-c\sum_{rs}(pr|sq)\,\delta P_{\sigma,rs}\). Its element \(ai\) contains \(-c\,(ab|ji)\) multiplying \(X_{jb\sigma}\) and \(-c\,(aj|bi)\) multiplying \(Y_{jb\sigma}\). These integrals differ, so \(X\) and \(Y\) no longer enter through their sum alone. Equation (11) then acquires a coupling term, and (13) no longer holds as written. The added term connects equal spins and is the same for up and down, so the even and odd combinations still separate, and both receive the same exchange contribution.

## II. Spin labels, intensities and the LiH molecule

Part I treated a closed-shell reference with real orbitals and an adiabatic local or semilocal functional. Here \(\Delta\) is the diagonal matrix of orbital energy differences \(\varepsilon_a-\varepsilon_i\), \(J\) the matrix of Coulomb integrals \((ia|jb)\), and \(W^{\sigma\tau}\) that of the kernel \(f_{\sigma\tau}\). The excitation and de-excitation amplitudes \(X\) and \(Y\) obey (9), and \(X+Y=\Delta^{1/2}G\). The even and odd spin combinations obey \(\Omega^{S,T}G=\omega^2G\) with \(\Omega^{S,T}=\Delta^2+2\Delta^{1/2}K^{S,T}\Delta^{1/2}\), where \(K^S=2J+W^{\uparrow\uparrow}+W^{\uparrow\downarrow}\) and \(K^T=W^{\uparrow\uparrow}-W^{\uparrow\downarrow}\).

The spin-resolved Casida equation has now been separated into two half-size problems, with one factor of two traced to excitation and de-excitation and the other to the two spins. It remains to justify the singlet and triplet labels, to find the factors in the intensities, and to test the equations on LiH.
